# Bright and dark excitons of a slipped dimer of parallel dipoles: test program

```python
# Result under test: two identical parallel transition dipoles mu, centres R apart,
# slip angle theta between dipoles and line of centres, have exciton energies E0 +/- V,
# V = mu^2 (1 - 3 cos^2 theta) / (4 pi eps0 R^3), and dipole strengths 2 mu^2 and 0.
# The bright line lies above E0 (H) or below E0 (J); the change is at arccos(1/sqrt 3).
# Energies are in cm^-1, strengths in units of mu^2, lengths inside functions in metres.
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy.linalg import expm
from scipy.optimize import brentq, minimize_scalar

mp.mp.dps = 40
JOULE_PER_CM = const.h * const.c * 100
DEBYE = 1e-21 / const.c
dipole_debye = 8.0
mu = dipole_debye * DEBYE
R = 1.0e-9
E0 = 20000.0
temperature = 298.0
kT = const.k * temperature / JOULE_PER_CM


def coupling_charges(theta, separation, length=None, sense=1):
    """Coulomb energy of two finite dipoles, each a pair of opposite charges."""
    if length is None:
        length = 1e-6 * separation
    length, separation = mp.mpf(length), mp.mpf(separation)
    charge = mu / length
    ux, uz = mp.sin(theta), mp.cos(theta)
    total = mp.mpf(0)
    for s1 in (1, -1):
        for s2 in (1, -1):
            offset = (s2 - s1) * length / 2
            distance = mp.sqrt((offset * ux)**2 + (separation + offset * uz)**2)
            total += s1 * s2 * sense / distance
    return float(total * charge**2 / (4 * mp.pi * const.epsilon_0) / JOULE_PER_CM)


def coupling_formula(theta, separation):
    prefactor = mu**2 / (4 * np.pi * const.epsilon_0 * separation**3)
    return prefactor * (1 - 3 * np.cos(theta)**2) / JOULE_PER_CM


def exciton_lines(V, sense=1):
    """Diagonalize the one-excitation block; return energies and strengths."""
    energies, vectors = np.linalg.eigh(np.array([[E0, V], [V, E0]]))
    return energies, (np.array([1.0, sense]) @ vectors)**2


def four_state_bright(V):
    """Both two-level molecules in full, with coupling V sigma_x sigma_x."""
    number, sx, one = np.diag([0.0, 1.0]), np.array([[0., 1.], [1., 0.]]), np.eye(2)
    H = E0 * (np.kron(number, one) + np.kron(one, number)) + V * np.kron(sx, sx)
    energies, vectors = np.linalg.eigh(H)
    moment = np.kron(sx, one) + np.kron(one, sx)
    strengths = (vectors.T @ moment @ vectors[:, 0])**2
    bright = int(np.argmax(strengths))
    assert np.delete(strengths, bright).sum() < 1e-12
    return energies[bright] - energies[0], strengths[bright]


def thermal_strength(V):
    """Boltzmann average of the dipole strength over the exciton pair."""
    rho = expm(-np.array([[0.0, V], [V, 0.0]]) / kT)
    return np.trace(rho @ np.ones((2, 2))) / np.trace(rho)


print(f"transition dipole: {dipole_debye:.1f} D")
print(f"centre distance R: {R*1e9:.1f} nm")
print(f"site energy E0: {E0:.0f} cm^-1")
unit_coupling = mu**2 / (4 * np.pi * const.epsilon_0 * R**3) / JOULE_PER_CM
print(f"mu^2/(4 pi eps0 R^3): {unit_coupling:.1f} cm^-1")

# Spectrum against slip angle; the bright line is identified by its strength alone.
magic = np.arccos(1 / np.sqrt(3))
print("angle/deg, bright shift/cm^-1, dark shift/cm^-1, strengths/mu^2, type")
for degrees in (0, 30, 45, 60, 75, 90):
    theta = np.radians(degrees)
    V = coupling_charges(theta, R)
    assert np.isclose(V, coupling_formula(theta, R), rtol=1e-8)
    energies, strengths = exciton_lines(V)
    b = int(np.argmax(strengths))
    d = 1 - b
    assert abs(energies[b] - E0 - coupling_formula(theta, R)) < 1e-6
    assert abs(energies[d] - E0 + coupling_formula(theta, R)) < 1e-6
    assert abs(strengths[b] - 2) < 1e-10 and strengths[d] < 1e-10
    assert (energies[b] > E0) == (theta > magic)
    reversed_V = coupling_charges(theta, R, sense=-1)
    reversed_E, reversed_S = exciton_lines(reversed_V, sense=-1)
    assert np.allclose(reversed_E, energies, atol=1e-7)
    assert np.allclose(reversed_S, strengths, atol=1e-9)
    kind = "H" if energies[b] > E0 else "J"
    print(f"{degrees:3d} {energies[b]-E0:+8.1f} {energies[d]-E0:+8.1f} "
          f"{strengths[b]:.3f} {abs(strengths[d]):.3f} {kind}")

# Crossing located from the Coulomb sum.
crossing = brentq(lambda t: coupling_charges(t, R), 0.3, 1.4, xtol=1e-12)
assert abs(crossing - magic) < 1e-9
energies, strengths = exciton_lines(coupling_charges(crossing, R))
assert np.max(np.abs(energies - E0)) < 1e-6
assert abs(strengths.sum() - 2) < 1e-10
print(f"crossing angle, point dipoles: {np.degrees(crossing):.4f} deg")
print(f"total strength at crossing: {strengths.sum():.3f} mu^2")

V_H = coupling_charges(np.pi / 2, R)
V_J = coupling_charges(0.0, R)
assert np.isclose(V_J / V_H, -2, rtol=1e-8)
print(f"monomer wavelength: {1e7/E0:.1f} nm")
for name, V in (("H, 90 deg", V_H), ("J, 0 deg", V_J)):
    print(f"bright line {name}: {E0+V:.1f} cm^-1 = {1e7/(E0+V):.1f} nm")

# Sliding one molecule at a fixed distance between the two parallel layers.
layer = 1.0e-9
slide = minimize_scalar(lambda t: coupling_charges(t, layer / np.sin(t)),
                        bounds=(0.2, 1.5), method="bounded",
                        options={"xatol": 1e-9})
# A minimum is flat, so its position is less precise than its value.
assert abs(slide.x - np.arcsin(np.sqrt(0.4))) < 1e-5
slide_zero = brentq(lambda t: coupling_charges(t, layer / np.sin(t)), 0.7, 1.4)
assert abs(slide_zero - magic) < 1e-8
small_slip_angle = 0.01
assert abs(coupling_charges(small_slip_angle, layer / np.sin(small_slip_angle))) < 0.01
print(f"layer distance for sliding: {layer*1e9:.1f} nm")
print(f"angle of largest red shift on sliding: {np.degrees(slide.x):.2f} deg")
print(f"centre distance there: {layer/np.sin(slide.x)*1e9:.3f} nm")
print(f"largest red shift on sliding: {slide.fun:.1f} cm^-1")

# Dipole strength available for emission after thermal equilibration.
print(f"temperature: {temperature:.0f} K, kT: {kT:.1f} cm^-1")
for name, V in (("H, 90 deg", V_H), ("J, 0 deg", V_J)):
    average = thermal_strength(V)
    assert np.isclose(average, 2 / (1 + np.exp(2 * V / kT)), rtol=1e-9)
    print(f"thermal emission strength {name}: {average:.3f} mu^2")

# Effect of mixing the ground state with the doubly excited state.
for name, V in (("H, 90 deg", V_H), ("J, 0 deg", V_J)):
    energy, strength = four_state_bright(V)
    S = np.hypot(E0, V)
    oscillator_ratio = energy * strength / E0
    assert abs(energy - (S + V)) < 1e-7
    assert np.isclose(strength, 2 * (1 - V / S), rtol=1e-10)
    assert np.isclose(oscillator_ratio, 2 * E0 / S, rtol=1e-10)
    print(f"four-state {name}: extra shift {energy-E0-V:.2f} cm^-1")
    print(f"  strength {strength:.4f} mu^2, "
          f"oscillator strength/monomer {oscillator_ratio:.4f}")

# Finite dipole length moves the crossing.
short = 0.05 * R
short_root = brentq(lambda t: coupling_charges(t, R, short), 0.5, 1.4, xtol=1e-12)
predicted_move = -7 * (short / R)**2 / (18 * np.sqrt(2))
assert np.isclose(short_root - magic, predicted_move, rtol=0.02)
long_dipole = 0.5 * R
long_root = brentq(lambda t: coupling_charges(t, R, long_dipole), 0.5, 1.4)
long_estimate = magic - 7 * (long_dipole / R)**2 / (18 * np.sqrt(2))
print(f"finite dipole length: {long_dipole*1e9:.1f} nm")
print(f"crossing for this length: {np.degrees(long_root):.2f} deg")
print(f"leading-order estimate of it: {np.degrees(long_estimate):.2f} deg")

# Largest dark-state strength caused by the optical phase between the centres.
phase = 2 * np.pi * E0 * 100 * R
dark_strength = abs(1 - np.exp(1j * phase))**2 / 2
assert np.isclose(dark_strength, phase**2 / 2, rtol=1e-3)
print(f"optical phase kR: {phase:.5f} rad")
print(f"dark strength from this phase, at most: {dark_strength:.2e} mu^2")

print("finished without a failed check")
```

It prints:

```
transition dipole: 8.0 D
centre distance R: 1.0 nm
site energy E0: 20000 cm^-1
mu^2/(4 pi eps0 R^3): 322.2 cm^-1
angle/deg, bright shift/cm^-1, dark shift/cm^-1, strengths/mu^2, type
  0   -644.4   +644.4 2.000 0.000 J
 30   -402.7   +402.7 2.000 0.000 J
 45   -161.1   +161.1 2.000 0.000 J
 60    +80.5    -80.5 2.000 0.000 H
 75   +257.4   -257.4 2.000 0.000 H
 90   +322.2   -322.2 2.000 0.000 H
crossing angle, point dipoles: 54.7356 deg
total strength at crossing: 2.000 mu^2
monomer wavelength: 500.0 nm
bright line H, 90 deg: 20322.2 cm^-1 = 492.1 nm
bright line J, 0 deg: 19355.6 cm^-1 = 516.6 nm
layer distance for sliding: 1.0 nm
angle of largest red shift on sliding: 39.23 deg
centre distance there: 1.581 nm
largest red shift on sliding: -65.2 cm^-1
temperature: 298 K, kT: 207.1 cm^-1
thermal emission strength H, 90 deg: 0.085 mu^2
thermal emission strength J, 0 deg: 1.996 mu^2
four-state H, 90 deg: extra shift 2.59 cm^-1
  strength 1.9678 mu^2, oscillator strength/monomer 1.9997
four-state J, 0 deg: extra shift 10.38 cm^-1
  strength 2.0644 mu^2, oscillator strength/monomer 1.9990
finite dipole length: 0.5 nm
crossing for this length: 50.89 deg
leading-order estimate of it: 50.80 deg
optical phase kR: 0.01257 rad
dark strength from this phase, at most: 7.90e-05 mu^2
finished without a failed check
```
